Why a grazing diffraction order puts a square-root cusp in grating reflectance

A spectroscopic scatterometer shines light on a periodic array of lines and records the specular, or zero-order, reflectance R₀ against wavelength. Nothing in the lines changes abruptly with wavelength, yet at certain wavelengths the slope of R₀ diverges. These are the wavelengths at which another diffraction order leaves along the surface. The detector does not collect that order, and on one side of the threshold it carries no power away at all. Why does the specular beam respond, why on both sides, and why with a square root?

**The threshold**

Take lines of period d, uniform along y, in the half-space z < 0, with vacuum above. A plane wave of wavenumber k = 2π/λ arrives at angle θ in the x–z plane. The time factor is exp(−iωt). Let ψ be the electric field along the lines (s polarization) or the magnetic field along the lines (p polarization). Above the grating

ψ = exp(ik₀x − iq₀z) + Σₘ rₘ exp(ikₘx + iqₘz),

kₘ = k sinθ + 2πm/d,  qₘ² = k² − kₘ².

The specular order has q₀ = k cosθ and R₀ = |r₀|². An order with |kₘ| < k is open: qₘ is real and positive, so the wave leaves. An order with |kₘ| > k is closed: qₘ = i|qₘ|, so the field decays upwards.

Let order s = −1 be the one that becomes grazing, and write q for its normal wavevector. Factoring the difference of squares gives

q² = [k − k sinθ + 2π/d][k + k sinθ − 2π/d].

The second bracket vanishes at k_R = 2π/[d(1 + sinθ)], that is, at

λ_R = d(1 + sinθ).

Near this point the second bracket is (1 + sinθ)(k − k_R), and the first is close to k_R(1 − sinθ) + k_R(1 + sinθ) = 2k_R. With δ = λ_R − λ, we have k − k_R ≈ k_R δ/λ_R, so

q² ≈ 2k_R²(1 + sinθ)δ/λ_R,  q/k ≈ √(2δ/d).

The last form uses λ_R = d(1 + sinθ). The order is open at wavelengths shorter than λ_R. On the longer side q = i|q|, with |q|/k ≈ √(2|δ|/d). The square root is already here, in the kinematics. It remains to show that r₀ contains q to the first power, since a dependence on q² alone would be smooth in wavelength.

**One matrix for everything below the surface**

Collect the Fourier amplitudes of the field at z = 0 in a vector ψ, with components ψₘ = δₘ₀ + rₘ, where δₘ₀ is 1 for m = 0 and 0 otherwise. Whatever lies below fixes a linear relation between the field and its normal derivative on the vacuum side of the surface:

∂ψₘ/∂z = Σₙ Yₘₙψₙ.

The matrix Y is found from the wave equation in the lines and from outgoing or decaying waves in the substrate. It contains the substrate's normal wavevectors, which I call pₘ, but not the vacuum ones. If the substrate has no threshold of its own at λ_R, and Y has no pole there, Y varies smoothly through λ_R.

The expansion above the surface gives the same derivative:

∂ψₘ/∂z = −iq₀δₘ₀ + iqₘrₘ = iqₘψₘ − 2iq₀δₘ₀,

because rₘ = ψₘ − δₘ₀. Equating the two expressions, with Q the diagonal matrix of the qₘ and e₀ the unit vector of order 0,

(iQ − Y)ψ = 2iq₀e₀.

The critical wavevector q stands in one diagonal element. Let A be the matrix iQ − Y with q set to zero, and let G = A⁻¹, which is assumed finite. Moving the q term to the right-hand side and multiplying by G,

ψ = 2iq₀Ge₀ − iqψₛGeₛ.

Its component s reads ψₛ = 2iq₀Gₛ₀ − iqGₛₛψₛ, so

ψₛ = 2iq₀Gₛ₀/(1 + iqGₛₛ).

Put this into component 0 and subtract the incident amplitude 1:

r₀ = ρ + 2q₀q G₀ₛGₛ₀/(1 + iqGₛₛ),  ρ = 2iq₀G₀₀ − 1.

Here ρ is the specular amplitude when q = 0. The second term describes a sequence of events: incident light is scattered into the grazing order, and the grazing field is scattered back into the specular direction. The denominator sums repeated returns to the grazing order. Unless G₀ₛ or Gₛ₀ vanishes, r₀ is linear in q at small q.

**The grazing amplitude fixes the coefficient**

At threshold the grazing order has amplitude b = 2iq₀Gₛ₀. For lines with a mirror plane, the return path has the same strength. To see this in s polarization, write the wave equation in the lines as

ψ″ = Bψ,  Bₘₙ = kₘ²δₘₙ − k²εₘ₋ₙ,

where primes are z-derivatives and εₙ are the Fourier coefficients of the permittivity. With the origin on the mirror plane εₙ = ε₋ₙ, so B is symmetric. For two solutions ψ and φ, the quantity ψᵀφ′ − φᵀψ′ has z-derivative ψᵀBφ − φᵀBψ = 0. In the substrate, ψ′ₘ = −ipₘψₘ for both solutions, which makes the quantity zero there and hence at the surface too. This says ψᵀYφ = φᵀYψ for any pair, so Y is symmetric, and so is G.

In p polarization the conserved quantity uses F = aψ′ in place of ψ′, where a is the symmetric matrix of Fourier coefficients of 1/ε. The equation F′ = Bψ has Bₘₙ = kₘaₘₙkₙ − k²δₘₙ, again symmetric. In a truncated basis convergence is much faster if the aₘₙ inside B is replaced by the inverse of the matrix εₘ₋ₙ, which is also symmetric; the p-polarized numbers below use that form. In the substrate F is a diagonal matrix times ψ, and at the top F is the vacuum-side derivative, so the conclusion is the same.

Thus G₀ₛ = Gₛ₀ = b/(2iq₀). To first order in q,

r₀ ≈ ρ + 2q₀q · b²/(2iq₀)² = ρ − b²q/(2q₀).

For an asymmetric profile b² is replaced by bb′, where b′ = 2iq₀G₀ₛ measures the return path separately.

Squaring the modulus and keeping first order gives |ρ|² − Re(ρ*b²q)/q₀. On the open side q is real. On the closed side q = i|q|, and Re(iZ) = −Im Z. With Z = ρ*b²,

open: R₀ ≈ |ρ|² − (Re Z) q/q₀,

closed: R₀ ≈ |ρ|² + (Im Z) |q|/q₀.

The parameters ρ and b also drift with wavelength, but smoothly, as δ, and so less than √|δ| near threshold. In terms of wavelength,

R₀ ≈ |ρ|² + C√|δ|,

C_open = −(Re Z/cosθ)√(2/d),  C_closed = (Im Z/cosθ)√(2/d).

The phase of Z decides the shape. If both coefficients are positive, the curve has a pointed dip; if both are negative, a pointed peak. If their signs differ, R₀ passes through threshold as a step with a vertical tangent. "Cusp" is used here for all of these.

This also answers why the closed side responds. A closed order takes no power to infinity, but its field reaches a distance 1/|q| above the surface, and that distance diverges at threshold. The field changes the amplitude and phase of the light scattered back into the specular order. Replacing q by i|q| turns the returned amplitude by a quarter cycle, which is why one side involves the real part of Z and the other its imaginary part.

**Shallow lines**

For lines of small height h in s polarization, b can be written down. Integrating ψ″ = Bψ across the lines adds hBψ to the derivative, so to first order in h the off-diagonal elements of Y are −hk²εₘ₋ₙ. The diagonal is −ipₘ plus corrections of order h. At q = 0, row s of the matching equation is

ipₛψₛ + hk²εₛψ₀ ≈ 0.

To lowest order row 0 gives ψ₀ = 2q₀/(q₀ + p₀), the flat-surface value. Since −1/i = i,

b ≈ 2iq₀hk²εₛ/[pₛ(q₀ + p₀)].

The coupling is present when the permittivity has a Fourier component joining the two orders. That is why a linear term in q is generic.

For transparent, mirror-symmetric lines on a transparent substrate denser than vacuum, εₛ, pₛ and p₀ are real and p₀ > q₀. Then b is imaginary, b² = −|b|², and ρ ≈ (q₀ − p₀)/(q₀ + p₀) is negative. So Z = |ρ||b|² is positive: R₀ falls on the open side, while the closed-side root vanishes at order h². Greater height changes the phase of Z and brings in the second root.

**A worked grating**

Let the lines and the substrate have index 2.4, a rough visible value for SrTiO₃, so ε = 5.76. Take d = 400 nm, line width 200 nm, height 150 nm and θ = 35°. Then

λ_R = 400 nm × 1.5736 = 629.4 nm (1.970 eV).

The amplitudes come from a Fourier-modal calculation: the field in the lines is expanded in 25 orders, the modes are found by diagonalization, and the boundary conditions at both faces are solved together. Raising the basis to 141 orders moves the amplitudes by about 0.0001 in s polarization and up to 0.0005 in p, and leaves the root coefficients unchanged to the digits given. In s polarization, at threshold,

ρ = −0.3265 − 0.0079i,  b = −0.2085 − 0.0657i.

Hence |ρ|² = 0.107, b² = 0.0392 + 0.0274i and Z = −0.0130 − 0.00864i. With cosθ = 0.819 and √(2/d) = 0.0707 nm⁻¹ᐟ²,

C_open = (0.0130/0.819) × 0.0707 = 0.00112 nm⁻¹ᐟ²,

C_closed = −(0.00864/0.819) × 0.0707 = −0.00075 nm⁻¹ᐟ².

As wavelength increases, R₀ therefore drops through a step. The direct solution of the boundary problem, with no expansion in q, gives these changes of R₀ from its threshold value:

0.01 nm from threshold: open +0.000120 (root law +0.000112); closed −0.000082 (root law −0.000075).

1 nm from threshold: open +0.00183 (root law +0.00112); closed −0.00148 (root law −0.00075).

The root law is good close in and poor at 1 nm. The reason appears when the wavelength is varied while q is artificially held at zero. R₀ then has the same ordinary slope on both sides, −0.00078 per nm, and the singularity is gone. With q free, the mean slopes over the first 0.001 nm are −0.036 per nm on the open side and −0.024 per nm on the closed side. At 1 nm the ordinary slope adds 0.00078 on the open side and subtracts it on the closed side, giving 0.00190 and −0.00153. The small remainder belongs to terms of order q² and higher.

The smooth background equals the root term where |C|√|δ| = 0.00078|δ|, with δ in nm: about 2 nm away on the open side and 0.9 nm on the closed side. Repeated returns matter less here. The computed kGₛₛ has modulus 0.68, so |qGₛₛ| is 0.0707 × 0.68 = 0.05 at 1 nm.

In p polarization the same grating has a threshold reflectance of about 0.0345, with C_open = −0.0065 and C_closed = 0.0037 nm⁻¹ᐟ². The step is larger and runs the other way.

**Power is not the whole account**

It is tempting to say that R₀ changes because the new order removes power. That order carries the fraction (q/q₀)|b|² of the incident power. If the specular beam alone supplied it, the open-side coefficient would be −(|b|²/cosθ)√(2/d) = −0.0041 nm⁻¹ᐟ² in s polarization. The actual coefficient is +0.0011: the specular beam gains while the new order opens. No other vacuum order is open here and the model has no absorption, so the transmitted orders together must lose 0.0041 + 0.0011 = 0.0052 nm⁻¹ᐟ².

The power argument does fix the answer when there is nowhere else for power to go. Suppose the grating is lossless, nothing is transmitted, and the specular order is the one open channel on the closed side. There R₀ = 1, so |ρ| = 1 and Im Z = 0. On the open side the balance R₀ + (q/q₀)|b|² = 1 requires Re Z = |b|². Therefore ρ*b² = |b|², or b² = ρ|b|². The root survives on the open side alone.

An idealized lossless mirror shows this. With the same lines on a substrate of permittivity −20, in s polarization, R₀ is 1.000 at 1 nm on the closed side and 0.945 at 1 nm on the open side.

**Changing the height, the angle and the symmetry**

Keep everything in the s-polarized SrTiO₃ example fixed except the height, and step it from 10 to 400 nm in steps of 10 nm. The threshold stays put, because λ_R contains no height, but the shape changes. At 10 nm, C_open = −0.00005 nm⁻¹ᐟ² and C_closed rounds to zero, as the shallow-line result leads one to expect. At 100 nm the coefficients are 0.0005 and 0.0027, a pointed dip. At 140 nm they are 0.0017 and −0.0005, a step. A pointed peak does not occur at the heights sampled.

An angle scan at fixed wavelength has the same origin. Now q²/k² = 1 − (sinθ − λ/d)², and the quantity in parentheses equals −1 at the threshold angle θ_R. A change δθ raises it by cosθ_R δθ, so q/k ≈ √(2cosθ_R δθ), with the order open at larger angles. For the 150 nm lines in s polarization the coefficients are 0.0027 on the open side and −0.0018 on the closed side, per square root of a degree.

At normal incidence orders +1 and −1 become grazing together, at λ_R = d. With mirror symmetry their amplitudes are equal. To first order in q their returns add, giving r₀ ≈ ρ − b²q/q₀, twice the single-order term. Coupling between the two grazing orders enters at order q².

The leading root in R₀ disappears if b = 0 or ρ = 0, and one side of it disappears if Z is purely real or purely imaginary. If Gₛₛ is large, as happens when a guided or surface mode lies close to threshold, the condition |qGₛₛ| ≪ 1 confines the simple law to a narrow interval. If a substrate threshold coincides with the vacuum one, Y is no longer smooth there and the coefficient derived here does not apply.

**What a real measurement would alter**

For the example, the nearest substrate thresholds are at 594.7 and 730.6 nm, well clear of the cusp. Air with a rough index excess of 2.7 × 10⁻⁴ moves λ_R by 0.17 nm. A fall of 2 × 10⁻⁴ in index changes the threshold reflectance by −0.00006; the dispersion of SrTiO₃ over 1 nm is of this order, perhaps twice as large. An assumed extinction coefficient of 0.001 changes the two s-polarized roots by about 1% or less.

Instrumental blurring matters more for the shape of the cusp. Averaging over a rectangular band of full width w changes the value at threshold by

(1/w)(C_open + C_closed)∫₀^(w/2) √δ dδ = (C_open + C_closed)√(w/2)/3.

For w = 0.5 nm this is 0.00006. The opposite signs of the two coefficients make it about five times smaller than equal signs would; the vertical tangent is nevertheless smoothed over the band, to a slope of about −0.0026 per nm at threshold. A divergence of 0.1° spreads λ_R by d cosθ Δθ = 0.57 nm. A coherent footprint of length L = 1 mm spreads it by about dλ/L = 0.25 nm. A change of 1 nm in period moves it by 1.57 nm, so uneven pitch also blurs the cusp.

The assumption most easily broken is the infinitely thick substrate. A transparent wafer with a smooth back face returns light through the grating. In s polarization, to which all numbers in this paragraph refer, counting one back-face reflection of the zero order, without interference, adds 0.069 to R₀, against 0.107 from the front. Orders −1 and +1 in the substrate, totally reflected at the back face at threshold, raise the addition to about 0.13, still for one back-face reflection. Nor is this a smooth background: order −1 becomes grazing in the air below the wafer at the same λ_R, and the returned light has square-root terms of its own, about −0.008 nm⁻¹ᐟ² on the open side and 0.002 nm⁻¹ᐟ² on the closed side. These values, again for one back-face reflection, exceed the front coefficients. If all later reflections are also collected and summed without interference, the addition reaches about 0.29 and the open-side term becomes about ten times larger. The root coefficients above describe the front reflection alone, so comparing them with a measurement requires that the returned light be suppressed or modelled with all its orders.

Under these conditions the two parts of the signal carry different information. The position of the cusp depends on period, angle and the index of the medium above; its size and shape depend on the line profile, the materials and the polarization through ρ and b.
